\section*{Schrödinger-Equivalent Potential for Dirac Scattering from Scalar and Vector Fields}

\section{What the sum of the two potentials misses}

Suppose that an electron-like particle with a kinetic energy of 200000 eV meets a scalar potential $S$ and a vector potential $V$. At the centre, $S=-200000+10000i$ eV and $V=150000-20000i$ eV. If their sum is put into a Schrödinger equation, the centre appears attractive, with a potential of $-50000-10000i$ eV. The Dirac equation says otherwise: the spin-independent potential in the equivalent Schrödinger equation is there about $+14700-14500i$ eV. Its real part has the opposite sign. The sum also contains no spin-orbit force, although scattering by these fields depends strongly on spin.

Scalar and vector potentials enter the Dirac equation differently. A scalar potential changes the rest energy, while a vector potential is subtracted from the total energy. The theorem below turns this difference into an ordinary wave equation. Besides the central expression $S+EV/m+(S^2-V^2)/(2m)$, written in units with $c=1$, it contains a Darwin term, and the gradient of $V-S$ in the spin-orbit term is divided by a function of energy and position.

\section{Setting and theorem}

Atomic units are used in the algebra, $\hbar=m=e=1$, so the rest energy is $c^2$. The total energy $E>c^2$ includes the rest energy, and $T=E-c^2$ is the kinetic energy far away. The stationary Dirac equation is
\begin{equation}
\left[c\,\boldsymbol\alpha\cdot\mathbf p+\beta(c^2+S)+V\right]\psi=E\psi,
\qquad \psi=\begin{pmatrix}\varphi\\ \chi\end{pmatrix},
\label{dirac}
\end{equation}
with $\mathbf p=-i\nabla$, $\beta=\mathrm{diag}(1,-1)$ in two-by-two blocks, and $\boldsymbol\alpha$ having the Pauli matrices $\boldsymbol\sigma$ in its off-diagonal blocks. $V$ is the time component of a vector potential.

The assumptions are these. $S(r)$ and $V(r)$ are local, spherically symmetric and smooth in space, the origin included. They and their first two derivatives fall off faster than $r^{-2}$. They may be complex, as optical potentials are. Primes denote $d/dr$. Define
\begin{equation}
D=E+c^2+S-V,\qquad A=\frac{D}{E+c^2},
\label{defD}
\end{equation}
and assume that $D$ vanishes at no $r\ge0$. Then $A(r)$ is continuous, has no zero and tends to 1, so $\sqrt A$ can be chosen continuous with $\sqrt A\to1$ at large $r$.

\paragraph{Theorem.} Under these assumptions, let $\varphi=\sqrt A\,u$. Then (\ref{dirac}) is equivalent to
\begin{equation}
\left[\frac{p^2}{2}+U_c+U_D+U_{so}\,\boldsymbol\sigma\cdot\mathbf L\right]u=\frac{k^2}{2}u,
\qquad k^2=\frac{E^2-c^4}{c^2},
\label{main}
\end{equation}
together with $\chi=c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi/D$, where
\begin{align}
U_c&=S+\frac{E}{c^2}V+\frac{S^2-V^2}{2c^2},\label{uc}\\
U_D&=\frac12\left[\frac34\left(\frac{D'}{D}\right)^2-\frac{\nabla^2D}{2D}\right],\label{ud}\\
U_{so}&=\frac{1}{2rD}\frac{d}{dr}(V-S).\label{uso}
\end{align}
In each partial wave, $u$ and $\varphi$ have the same elastic S-matrix element $\eta=e^{2i\delta}$.

The energy on the right of (\ref{main}) is not $T$. Inserting $E=c^2+T$ gives
\begin{equation}
\frac{k^2}{2}=\frac{(c^2+T)^2-c^4}{2c^2}=T+\frac{T^2}{2c^2}.
\end{equation}
This choice gives the Schrödinger wave the correct relativistic wave number.

\section{Proof}

\paragraph{Lemma 1 (elimination).} Equation (\ref{dirac}) is equivalent to $\chi=c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi/D$ together with
\begin{equation}
c^2\,\boldsymbol\sigma\cdot\mathbf p\,\frac1D\,\boldsymbol\sigma\cdot\mathbf p\,\varphi=(E-c^2-S-V)\varphi .
\label{elim}
\end{equation}

\emph{Proof.} The two rows of (\ref{dirac}) are
\begin{align}
c\,\boldsymbol\sigma\cdot\mathbf p\,\chi&=(E-c^2-S-V)\varphi,\\
c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi&=(E+c^2+S-V)\chi=D\chi .
\end{align}
Since $D\ne0$, the second row can be solved for $\chi$. Substitution into the first gives (\ref{elim}), and the steps can be reversed. No complex conjugate was taken, so absorptive potentials need no separate treatment.

\paragraph{Lemma 2 (Pauli algebra).} For a central $D$, (\ref{elim}) is equivalent to
\begin{equation}
p^2\varphi+\frac{D'}{D}\frac{\partial\varphi}{\partial r}-\frac{D'}{rD}\,\boldsymbol\sigma\cdot\mathbf L\,\varphi=(k^2-2U_c)\varphi .
\label{second}
\end{equation}

\emph{Proof.} The left momentum operator acts on $1/D$ and on what follows it. With $\hat{\mathbf r}=\mathbf r/r$,
\begin{equation}
\mathbf p\,\frac1D=-i\nabla\frac1D=\frac{iD'}{D^2}\hat{\mathbf r},
\end{equation}
and $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$. Therefore
\begin{equation}
D\,\boldsymbol\sigma\cdot\mathbf p\,\frac1D\,\boldsymbol\sigma\cdot\mathbf p\,\varphi
=p^2\varphi+\frac{iD'}{D}(\boldsymbol\sigma\cdot\hat{\mathbf r})(\boldsymbol\sigma\cdot\mathbf p)\varphi .
\end{equation}
The identity $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$, with the operator order kept, and $\mathbf L=\mathbf r\times\mathbf p$ give
\begin{equation}
(\boldsymbol\sigma\cdot\hat{\mathbf r})(\boldsymbol\sigma\cdot\mathbf p)
=-i\frac{\partial}{\partial r}+\frac ir\,\boldsymbol\sigma\cdot\mathbf L .
\end{equation}
Multiplication by $i$ turns this into $\partial/\partial r-(1/r)\boldsymbol\sigma\cdot\mathbf L$, which gives the left side of (\ref{second}).

Multiplying (\ref{elim}) by $D/c^2$ gives on the right the factor
\begin{align}
&\frac{(E-V+c^2+S)(E-V-c^2-S)}{c^2}
=\frac{(E-V)^2-(c^2+S)^2}{c^2}\nonumber\\
&\quad=\frac{E^2-c^4}{c^2}-\frac{2EV}{c^2}-2S-\frac{S^2-V^2}{c^2}
=k^2-2U_c .
\label{localk}
\end{align}
This proves the lemma and identifies (\ref{uc}).

Equation (\ref{localk}) explains the quadratic term. The quantity $k^2-2U_c$ is the squared local momentum of a particle with energy $E-V$ and rest energy $c^2+S$. The two squares enter with opposite signs because energy and rest energy do so in the relativistic energy-momentum relation.

\paragraph{Lemma 3 (removal of the first derivative).} The substitution $\varphi=\sqrt A\,u$ turns (\ref{second}) into (\ref{main}).

\emph{Proof.} Write $b=\sqrt A$ and $a=D'/D$. Since $A$ is proportional to $D$, $b'=ab/2$. The first two terms of (\ref{second}), divided by $b$, are
\begin{align}
\frac{p^2(bu)}{b}&=-\nabla^2u-a\frac{\partial u}{\partial r}-\frac{\nabla^2b}{b}u,\\
\frac{a}{b}\frac{\partial(bu)}{\partial r}&=a\frac{\partial u}{\partial r}+\frac{a^2}{2}u .
\end{align}
The first derivatives cancel in the sum. For the remaining Laplacian, $b''=(a'/2+a^2/4)b$ and $a'=D''/D-a^2$, so
\begin{align}
\frac{\nabla^2b}{b}&=\frac{b''}{b}+\frac{2b'}{rb}
=\frac{a'}2+\frac{a^2}4+\frac ar\nonumber\\
&=\frac{D''}{2D}-\frac{a^2}{4}+\frac{D'}{rD}
=\frac{\nabla^2D}{2D}-\frac{a^2}{4}.
\end{align}
The terms without derivatives of $u$ add up to
\begin{equation}
\frac{a^2}{2}-\frac{\nabla^2D}{2D}+\frac{a^2}{4}
=\frac34a^2-\frac{\nabla^2D}{2D}=2U_D .
\end{equation}
$\mathbf L$ acts on angles alone and commutes with $b(r)$. The last term on the left of (\ref{second}) therefore becomes $-(a/r)\boldsymbol\sigma\cdot\mathbf L\,u$. Because $D'=S'-V'$,
\begin{equation}
-\frac{a}{r}=\frac{V'-S'}{rD}=2U_{so}.
\end{equation}
Moving $2U_c$ to the left and dividing by 2 gives (\ref{main}). Since $b$ has no zero, the substitution can be reversed.

\paragraph{Equality of the S-matrix elements.} From $\mathbf J=\mathbf L+\boldsymbol\sigma/2$ one has $\boldsymbol\sigma\cdot\mathbf L=J^2-L^2-3/4$. Its value in a state of given $j$ and $l$ is
\begin{equation}
\lambda=j(j+1)-l(l+1)-\frac34=
\begin{cases}l,&j=l+\frac12,\\-(l+1),&j=l-\frac12.\end{cases}
\label{lambda}
\end{equation}
With radial function $w(r)/r$ for $u$, (\ref{main}) becomes
\begin{equation}
w''=\left[\frac{l(l+1)}{r^2}+2(U_c+U_D+\lambda U_{so})-k^2\right]w .
\label{radial}
\end{equation}
The regular solution behaves at large $r$ as
\begin{equation}
w\propto e^{-i(kr-l\pi/2)}-\eta\,e^{i(kr-l\pi/2)} .
\end{equation}
The upper radial function is $G=\sqrt A\,w$. It is also regular at the origin, because $\sqrt A$ is finite there, and it has the same asymptotic form because $\sqrt A\to1$. Hence $\eta$ is the same, which completes the proof.

\paragraph{Remark on cross sections.} Far away, $\chi=c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi/(E+c^2)$. For a free wave of wave vector $\mathbf k$, the Dirac current $c\,\psi^\dagger\boldsymbol\alpha\psi$ is then $2c^2\mathbf k\,\varphi^\dagger\varphi/(E+c^2)$. Incident and elastically scattered waves carry the same factor, which cancels from their ratio. Elastic cross sections can therefore be computed from $u$. So can the spin polarization of the scattered particles, if it is defined in their rest frame, as is usual. Inside the potential, however, $u$ differs from the upper Dirac spinor wherever $A\ne1$. Densities there must be computed from $\varphi=\sqrt A\,u$ and the corresponding $\chi$.

\section{Special cases and limits}

\paragraph{Equal potentials.} If $S=V$, then $D=E+c^2$ is constant. Both $U_{so}$ and $U_D$ vanish, and
\begin{equation}
U_c=S\left(1+\frac E{c^2}\right).
\end{equation}
The phases for $j=l\pm\frac12$ coincide, however strong the potential is. A test on the coupled radial Dirac equations with $S=V=-60000-5000i$ eV at the centre gave a $p$-wave phase with real part 1.152 rad. The two values of $\eta$ differed by $2.5\times10^{-12}$, which is numerical error.

\paragraph{Opposite potentials.} If $S=-V$, the quadratic term vanishes and
\begin{equation}
U_c=V\left(\frac E{c^2}-1\right)=\frac{T}{c^2}V,\qquad
U_{so}=\frac{V'}{r(E+c^2-2V)} .
\end{equation}
$U_c$ disappears as $T\to0$, but the spin-orbit part does not. Large fields of opposite sign can thus combine a small $U_c$ with a substantial spin-orbit potential. The Darwin term also survives, so the whole spin-independent potential $U_c+U_D$ need not be small.

\paragraph{Weak potentials at low energy.} If $T$, $|S|$ and $|V|$ are all much smaller than $c^2$, then to leading order $U_c\to S+V$ and $D\to2c^2$. The other two terms become
\begin{equation}
U_{so}\to\frac{1}{4c^2r}\frac{d(V-S)}{dr},\qquad
U_D\to\frac{\nabla^2(V-S)}{8c^2}.
\label{lowenergy}
\end{equation}
In terms of the spin $\mathbf s=\boldsymbol\sigma/2$, the coefficient of $\mathbf L\cdot\mathbf s$ is twice this $U_{so}$. If the potentials also vary slowly over the reduced Compton wavelength $1/c$, about 0.0039 Å, then $U_D$ is small compared with them. The naive sum of potentials is then the leading spin-independent term, unless $S$ and $V$ nearly cancel. For $S=-V$ the sum vanishes, and the smaller term $TV/c^2$ found above is what remains of $U_c$.

\paragraph{First-order splitting.} Let $U=U_c+U_D+\lambda U_{so}$ be weak, and compare $w$ with the free solution $w_0=rj_l(kr)$. Their radial equations give
\begin{equation}
(w_0w'-ww_0')'=2Uw_0w .
\label{wronskian}
\end{equation}
Normalize $w\to k^{-1}\sin(kr-l\pi/2+\delta)$. The bracket vanishes at the origin and tends to $-k^{-1}\sin\delta$ at large $r$. Integration gives $\sin\delta=-2k\int_0^\infty Uw_0w\,dr$. To first order $w$ may be replaced by $w_0$:
\begin{equation}
\delta\simeq-2k\int_0^\infty U\,j_l^2(kr)\,r^2dr .
\label{born}
\end{equation}
$U_c$ and $U_D$ cancel from the difference between the two values of $j$. The two $\lambda$ in (\ref{lambda}) differ by $2l+1$, so
\begin{equation}
\delta_{l+1/2}-\delta_{l-1/2}\simeq-2k(2l+1)\int_0^\infty U_{so}\,j_l^2(kr)\,r^2dr .
\label{split}
\end{equation}
At this order $D$ in $U_{so}$ is replaced by $E+c^2$, and the splitting depends on $V-S$ alone. This was tested with the kinetic energy and radial shape of the example below and with $V-S=100$ eV at the centre. The difference was placed wholly in $V$, divided equally, or placed wholly in $S$. The Dirac equation gave $p$-wave splittings of 3.9969, 3.9965 and 3.9961, and (\ref{split}) gave 3.9962, all in $10^{-5}$ rad.

\section{A strong absorptive example}

\paragraph{Parameters.} The model particle has the electron's mass and $T=200000$ eV. Both potentials have the shape $e^{-r^2/R^2}$ with $R=0.02$ Å, and the central strengths $S_0$ and $V_0$ are those quoted at the beginning. They are round model values and represent no material. With a rest energy of 510999 eV, $E/c^2=710999/510999=1.39139$. The equivalent energy is
\begin{equation}
\frac{k^2}{2}=200000+\frac{200000^2}{2\times510999}\simeq239139\ \text{eV},
\end{equation}
and $kR=5.0106$.

\paragraph{Central potential.} The vector term is $1.39139\,V_0=208709-27828i$ eV. For the quadratic term,
\begin{equation}
\frac{S_0^2-V_0^2}{2c^2}
=\frac{(1.78+0.20i)\times10^{10}\ \text{eV}^2}{1021998\ \text{eV}}
\simeq17417+1957i\ \text{eV}.
\end{equation}
Adding $S_0$ gives $U_c(0)=26125-15871i$ eV, or about $960-583i$ hartree. The two linear terms nearly cancel in the real part, so the quadratic term supplies about two thirds of what remains.

\paragraph{Spin-orbit and Darwin terms.} For the Gaussian shape, $V'-S'=-2r(V-S)/R^2$. Thus $U_{so}=(S-V)/(R^2D)$. At the centre $D'=0$ and $\nabla^2D=-6(S_0-V_0)/R^2$, so (\ref{ud}) gives
\begin{equation}
U_D(0)=\frac{3(S_0-V_0)}{2R^2D(0)}=\frac32U_{so}(0).
\end{equation}
The energy $1/R^2$ equals $2(k^2/2)/(kR)^2=2\times239139/5.0106^2\simeq19050$ eV. Hence
\begin{equation}
U_{so}(0)=19050\,\frac{-350000+30000i}{871998+30000i}\ \text{eV}\simeq-7615+917i\ \text{eV},
\end{equation}
and $U_D(0)\simeq-11422+1376i$ eV. The Darwin term cancels more than two fifths of the real part of $U_c$ at the centre and leaves $U_c(0)+U_D(0)\simeq14703-14495i$ eV, the spin-independent potential quoted at the beginning. The opposite signs of $S$ and $V$, which weaken the central potential, make their contributions to $U_{so}$ add.

At $r=R$ the real part of the full $U_{so}$ is $-2241.5$ eV, while the form with $D\to2c^2$ gives $-2400$ eV. The latter is about 7\% too large in magnitude relative to the full value, because $\mathrm{Re}\,D=1093240$ eV exceeds $2c^2$ there. At the centre $\mathrm{Re}\,D$ is below $2c^2$, and the error has the opposite sign.

\paragraph{Phase shifts.} Integration of the Dirac equations gives the following values.
\begin{center}
\begin{tabular}{cccc}
$l$ & $j$ & $\mathrm{Re}\,\delta$ (rad) & $|\eta|$\\
0 & 1/2 & $-0.1328$ & 0.742\\
1 & 3/2 & $-0.0634$ & 0.769\\
1 & 1/2 & $-0.2378$ & 0.737\\
2 & 5/2 & $-0.0075$ & 0.804\\
2 & 3/2 & $-0.2407$ & 0.768\\
3 & 7/2 & $+0.0273$ & 0.843\\
3 & 5/2 & $-0.2146$ & 0.811
\end{tabular}
\end{center}
The equivalent equation (\ref{radial}) reproduces all seven $\eta$ to within $4.2\times10^{-12}$. The change of $G/w$ between the innermost and outermost radii of the integration was also tested, and it agrees with that of $\sqrt A$ to a relative accuracy of $4.3\times10^{-7}$. At the centre $|\sqrt A|=0.845$, so there $\varphi^\dagger\varphi$ is only $0.845^2\simeq0.71$ of $u^\dagger u$.

The signs can be understood from (\ref{radial}) and the first-order formula (\ref{born}). Waves with $l>0$ vanish at the centre, so the potential farther out matters. For $j=l+\frac12$ its real part at $r=R/2$ is $17346-6240-5454\,l$ eV, which is about $+5650$ eV for $l=1$, $+200$ eV for $l=2$ and $-5260$ eV for $l=3$. At $r=R$ the corresponding values are about $+2590$, $+350$ and $-1890$ eV. The computed phases are accordingly negative, nearly zero and positive. For $j=l-\frac12$ the factor $-(l+1)$ makes the spin-orbit term repulsive. It adds to the real part of $U_c+U_D$, which is itself repulsive at these radii, and the phases are clearly negative. The imaginary part of $U_{so}$ is positive at the radii computed. By (\ref{born}) it should reduce absorption for $j=l+\frac12$ and increase it for $j=l-\frac12$. That estimate is of first order, but the computed $|\eta|$ show the same ordering.

Without $U_D$, the $s$-wave phase changes from $-0.133$ to $-0.197$ rad. Without the quadratic term it becomes $-0.017$ rad. Neither term is a small correction here.

\paragraph{Why $|\eta|<1$.} Multiply (\ref{dirac}) from the left by $\psi^\dagger$ and subtract the Hermitian conjugate. The result is
\begin{equation}
\nabla\cdot(c\,\psi^\dagger\boldsymbol\alpha\psi)
=2\psi^\dagger(\mathrm{Im}V+\beta\,\mathrm{Im}S)\psi .
\end{equation}
In the example, the bracket at the centre is $-20000+10000=-10000$ eV for the upper components and $-20000-10000=-30000$ eV for the lower ones. Both are negative, and the common radial shape keeps them negative elsewhere. Flux is therefore lost in every partial wave.

\section{Where the reduction fails}

If $V-S$ reaches $E+c^2$ at some radius $r_0$, then $D(r_0)=0$. Near a simple zero, $D'/D\simeq1/(r-r_0)$, and (\ref{ud}) gives $U_D\simeq3/[8(r-r_0)^2]$. The coupled Dirac equations have no such singularity. It comes from dividing by $D$, and the coupled equations should then be solved directly.

A Coulomb tail violates the assumed fall-off. The local algebra still holds where the potential is smooth, but the free waves used to define $\eta$ must be replaced by waves that include the long-range distortion. Nonlocal potentials, tensor couplings and spatial vector components add terms that are absent from (\ref{dirac}).

Finally, $U_c$, $U_D$ and $U_{so}$ in general depend on $E$ even when $S$ and $V$ do not. A potential obtained at one energy must be recomputed before it is used at another. The full set of values is given in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
operator identity, largest residual: 0.0e+00
kinetic energy T: 200000 eV
rest energy: 510999.0 eV
total energy E: 710999.0 eV
E / rest energy: 1.39139
equivalent energy k^2/2: 239139.0 eV
wave number k: 250.532 1/angstrom
range R: 0.02 angstrom, k R = 5.0106
S at centre: -200000.0 +10000.0i eV
V at centre: 150000.0 -20000.0i eV
E V/c^2 at centre: 208708.5 -27827.8i eV
(S^2-V^2)/(2c^2) at centre: 17416.9 +1957.0i eV
Uc at centre: 26125.4 -15870.9i eV
Uc at centre: 960.09 -583.24i hartree
r = 0.00 angstrom: Uc = 26125.4 -15870.9i eV
r = 0.00 angstrom: UD = -11422.0 +1376.0i eV
r = 0.00 angstrom: Uso = -7614.6 +917.4i eV
r = 0.01 angstrom: Uc = 17346.1 -12697.4i eV
r = 0.01 angstrom: UD = -6239.6 +624.3i eV
r = 0.01 angstrom: Uso = -5454.4 +603.0i eV
r = 0.02 angstrom: Uc = 5560.8 -6293.6i eV
r = 0.02 angstrom: UD = -728.8 +31.6i eV
r = 0.02 angstrom: Uso = -2241.5 +214.9i eV
D at r = R: 1093240.1 +11036.4i eV
Uso at r = R with D -> 2c^2: -2400.0 +205.7i eV
|sqrt(A)| at centre: 0.84499
l=0 j=1/2: Re delta Dirac -0.132812, equivalent -0.132812 rad, |eta| 0.742030
l=1 j=3/2: Re delta Dirac -0.063430, equivalent -0.063430 rad, |eta| 0.768809
l=1 j=1/2: Re delta Dirac -0.237848, equivalent -0.237848 rad, |eta| 0.737369
l=2 j=5/2: Re delta Dirac -0.007453, equivalent -0.007453 rad, |eta| 0.803596
l=2 j=3/2: Re delta Dirac -0.240651, equivalent -0.240651 rad, |eta| 0.767888
l=3 j=7/2: Re delta Dirac 0.027260, equivalent 0.027260 rad, |eta| 0.842670
l=3 j=5/2: Re delta Dirac -0.214575, equivalent -0.214575 rad, |eta| 0.811368
largest |eta difference|, Dirac - equivalent: 4.2e-12
largest error of G/w = sqrt(A) ratio: 4.3e-07
s wave without UD: Re delta -0.197028 rad, |eta| 0.728915
s wave without (S^2-V^2)/(2c^2): Re delta -0.016829 rad, |eta| 0.727761
equal potentials S = V at centre: -60000.0 -5000.0i eV
S = V: p-wave Re delta 1.152331 rad, |eta(3/2) - eta(1/2)| = 2.5e-12
weak S = -0 eV, V = 100 eV: p-wave splitting 3.99692e-05 rad
weak S = -50 eV, V = 50 eV: p-wave splitting 3.99650e-05 rad
weak S = -100 eV, V = 0 eV: p-wave splitting 3.99609e-05 rad
first-order splitting for V - S = 100 eV: 3.99623e-05 rad
\end{verbatim}
